# A hot disk on a body whose conductivity falls as 1/T

## Problem

A transistor region on the surface of a chip is modelled as a flat disk of radius $a$ on a half-space $z>0$. The disk has one uniform absolute temperature $T_s$, and it delivers a steady power $P$ into the body. The thermal conductivity of the body depends on the local absolute temperature $T$ as

$$
k(T)=k_0\,\frac{T_0}{T},
$$

where $T_0$ is the temperature far from the disk and $k_0$ is the conductivity at $T_0$. No heat crosses the surface outside the disk, and no heat is generated inside the body.

1. Estimate by scaling how $T_s$ depends on $P$.
2. Find the exact relation within this model.
3. Evaluate both for $a=100$ µm, $k_0=150$ W/(m K), $T_0=300$ K and $P=5$ W, and explain the difference.
4. Find what happens if the conductivity falls faster than $1/T$, and judge which assumption of the model matters most for a real chip.

## First estimate by scaling

Suppose first that the conductivity is a constant $k$. Heat leaves through the area $\pi a^2$, and the disk radius is the only length in the problem, so the temperature must fall substantially over a distance of order $a$. A column of area $\pi a^2$ and length $a$ has the thermal resistance

$$
R\sim\frac{a}{k\,\pi a^2}=\frac{1}{\pi a k}.
$$

The dependence on $a$ and $k$ follows from dimensions. The factor $\pi$ comes from the choice of column and is a guess.

Now let $k$ depend on temperature. Most of the resistance lies close to the disk, where the body is hottest. For a small increase $dP$ of the power, we therefore try the resistance with the conductivity taken at $T_s$:

$$
dT_s\sim\frac{dP}{\pi a\,k(T_s)}=\frac{T_s}{\pi a k_0T_0}\,dP .
$$

This is a second guess, since the material a distance $a$ away is cooler than the disk. Dividing by $T_s$ and integrating from $T_s=T_0$ at $P=0$ gives

$$
\ln\frac{T_s}{T_0}\sim\frac{P}{\pi a k_0T_0},
\qquad
T_s\sim T_0\exp\!\left(\frac{P}{\pi a k_0T_0}\right).
$$

The estimate says that the hotter the disk, the worse the material near it conducts, and the more each further watt heats it. For the given values, $\pi ak_0T_0=14.1$ W. The exponent is $5/14.1=0.354$, and the estimated disk temperature is 427 K.

Two things remain open: whether the exponential form survives an exact treatment, and what number replaces $\pi$.

## Exact solution

### Removing the nonlinearity

The heat flux density is $-k(T)\nabla T$. In a steady state without internal sources its divergence vanishes:

$$
\nabla\cdot\big[k(T)\nabla T\big]=0 .
$$

This equation is nonlinear in $T$. The Kirchhoff transform replaces $T$ by

$$
\Theta=\frac{1}{k_0}\int_{T_0}^{T}k(T')\,dT' .
$$

By the chain rule, $\nabla\Theta=(k/k_0)\nabla T$, so

$$
k(T)\nabla T=k_0\nabla\Theta ,
\qquad
\nabla^2\Theta=0 .
$$

The heat flux is now that of a body with constant conductivity $k_0$ and temperature rise $\Theta$. For the present conductivity,

$$
\Theta=\int_{T_0}^{T}\frac{T_0}{T'}\,dT'=T_0\ln\frac{T}{T_0}.
$$

Since $k>0$, $\Theta$ rises steadily with $T$, and each value of one belongs to one value of the other.

The boundary conditions must be carried over as well. On the disk $T=T_s$ is uniform, so $\Theta$ has the uniform value $\Theta_s=T_0\ln(T_s/T_0)$. On the rest of the surface the normal heat flux is zero, so $\partial\Theta/\partial z=0$. Far away $T\to T_0$, so $\Theta\to0$. All three conditions are linear in $\Theta$, and what remains is a problem of constant conductivity.

### Coordinates that fit the disk

Let $r$ be the distance from the axis of the disk. Introduce $\xi\ge0$ and $0\le\eta\le1$ by

$$
r=a\sqrt{(1+\xi^2)(1-\eta^2)},\qquad z=a\,\xi\eta .
$$

At $\xi=0$ we have $z=0$ and $r=a\sqrt{1-\eta^2}\le a$, which is the disk. At $\eta=0$ we have $z=0$ and $r=a\sqrt{1+\xi^2}\ge a$, which is the rest of the surface. Also $r^2+z^2=a^2(1+\xi^2-\eta^2)$, so large $\xi$ means large distance.

To write Laplace's equation we need the lengths that belong to small changes of the coordinates. The derivatives are

$$
\frac{\partial r}{\partial\xi}=a\xi\sqrt{\frac{1-\eta^2}{1+\xi^2}},\quad
\frac{\partial z}{\partial\xi}=a\eta,\quad
\frac{\partial r}{\partial\eta}=-a\eta\sqrt{\frac{1+\xi^2}{1-\eta^2}},\quad
\frac{\partial z}{\partial\eta}=a\xi .
$$

The coordinate lines are orthogonal, because

$$
\frac{\partial r}{\partial\xi}\frac{\partial r}{\partial\eta}+\frac{\partial z}{\partial\xi}\frac{\partial z}{\partial\eta}=-a^2\xi\eta+a^2\xi\eta=0 .
$$

The squared length factors are the sums of squares of the derivatives:

$$
h_\xi^2=a^2\,\frac{\xi^2(1-\eta^2)+\eta^2(1+\xi^2)}{1+\xi^2}=a^2\,\frac{\xi^2+\eta^2}{1+\xi^2},
$$

$$
h_\eta^2=a^2\,\frac{\eta^2(1+\xi^2)+\xi^2(1-\eta^2)}{1-\eta^2}=a^2\,\frac{\xi^2+\eta^2}{1-\eta^2}.
$$

For the angle $\varphi$ about the axis, $h_\varphi=r$.

### The potential of the disk

Try a $\Theta$ that depends on $\xi$ alone. The heat that crosses a small piece $d\eta\,d\varphi$ of a surface of constant $\xi$ is the flux density $-k_0\Theta'(\xi)/h_\xi$ times the area $h_\eta h_\varphi\,d\eta\,d\varphi$. The combination of length factors is

$$
\frac{h_\eta h_\varphi}{h_\xi}
=\sqrt{\frac{1+\xi^2}{1-\eta^2}}\;a\sqrt{(1+\xi^2)(1-\eta^2)}
=a(1+\xi^2).
$$

It does not depend on $\eta$. With no flux along $\eta$ or $\varphi$, conservation of heat requires that the flow through each piece be the same at every $\xi$:

$$
\frac{d}{d\xi}\left[(1+\xi^2)\frac{d\Theta}{d\xi}\right]=0,
\qquad
\frac{d\Theta}{d\xi}=-\frac{C}{1+\xi^2}.
$$

Integrating with $\Theta\to0$ at $\xi\to\infty$ gives

$$
\Theta=C\left(\frac{\pi}{2}-\arctan\xi\right)=C\arctan\frac1\xi .
$$

At the disk, $\xi=0$ and $\Theta_s=C\pi/2$, so $C=2\Theta_s/\pi$. On the surface outside the disk the normal derivative is proportional to $\partial\Theta/\partial\eta$, which vanishes. All conditions are satisfied.

There is no other solution that stays finite at the rim of the disk and dies away at infinity. The difference $u$ of two solutions is harmonic, vanishes on the disk and has no normal derivative on the rest of the surface. Then $\int|\nabla u|^2dV$ equals the surface integral of $u\,\partial u/\partial n$, which is zero on the whole boundary; the distant hemisphere contributes nothing, because $u$ falls at least as fast as the inverse distance. A thin tube around the rim contributes nothing either: where $u$ stays finite, its gradient grows at most as the inverse square root of the distance from the rim, while the area of the tube shrinks in proportion to that distance. Hence $u$ is constant, and it is zero since it vanishes on the disk.

### Power and temperature

The total heat flow through a surface of constant $\xi$ is

$$
P=\int_0^{2\pi}\!d\varphi\int_0^1\!d\eta\;k_0\,\frac{C}{1+\xi^2}\,a(1+\xi^2)
=2\pi a k_0C=4ak_0\Theta_s .
$$

Inserting $\Theta_s=T_0\ln(T_s/T_0)$,

$$
P=4ak_0T_0\ln\frac{T_s}{T_0},
$$

and therefore

$$
\boxed{\,T_s=T_0\exp\!\left(\frac{P}{P_0}\right),\qquad P_0=4ak_0T_0\,}
$$

It is the absolute temperature that grows exponentially. The rise above the surroundings is $T_0(e^{P/P_0}-1)$, which for $P\ll P_0$ reduces to $P/(4ak_0)$, the result for constant conductivity.

Since $\Theta/\Theta_s=\ln(T/T_0)/\ln(T_s/T_0)$, the temperature in the body is

$$
T=T_0\left(\frac{T_s}{T_0}\right)^{(2/\pi)\arctan(1/\xi)} .
$$

On the axis $\eta=1$ and $\xi=z/a$. At the depth $z=a$ the arctangent is $\pi/4$ and the exponent is $1/2$, so the temperature there is the geometric mean $\sqrt{T_0T_s}$.

### Numbers

The power scale is

$$
P_0=4\times10^{-4}\,\text{m}\times150\,\tfrac{\text{W}}{\text{m K}}\times300\,\text{K}=18\ \text{W}.
$$

The exponent is $p=P/P_0=5/18=0.2778$, and

$$
T_s=300\,\text{K}\times e^{0.2778}=396.1\ \text{K}=122.9\ ^\circ\text{C},
$$

a rise of 96.1 K. At a depth of 100 µm below the centre the temperature is $\sqrt{300\times396.1}=344.7$ K. The following values hold the radius and $T_0$ fixed and vary the power. The last column uses $k_0$ everywhere, so that $T_s=T_0(1+p)$.

| $P$ (W) | $T_s$ (K) | $T_s$ with constant $k_0$ (K) |
|---:|---:|---:|
| 0 | 300.0 | 300.0 |
| 2.5 | 344.7 | 341.7 |
| 5.0 | 396.1 | 383.3 |
| 7.5 | 455.1 | 425.0 |
| 10.0 | 522.9 | 466.7 |

Each step of 2.5 W multiplies the absolute temperature by 1.149, whereas with constant conductivity each step adds the same number of kelvins.

## Comparison of the two

The scaling estimate has the right form. Its exponent contains $\pi$ where the exact result has 4, so it is too large by the factor $4/\pi=1.27$. This turns 396 K into 427 K. The column ignores the sideways spreading of the heat, which makes its resistance too large, and it leaves out all material beyond the distance $a$, which makes it too small. The exact factor shows that the first error outweighs the second.

The guess that the incremental resistance depends on the conductivity at $T_s$ turns out to be correct; only its factor $\pi$ has to be replaced by 4. For any conductivity law, the steps above give $P=4a\int_{T_0}^{T_s}k\,dT$, and differentiation with respect to the upper limit gives

$$
\frac{dT_s}{dP}=\frac{1}{4a\,k(T_s)} .
$$

The conductivity at the disk temperature enters alone, although the distant material is cooler. The reason is that the geometry fixes the ratio of $P$ to $\Theta_s$, and a small change of disk temperature changes $\Theta_s$ by $k(T_s)\,dT_s/k_0$. In the example $k(T_s)=150\times300/396.1=113.6$ W/(m K). The incremental resistance is 16.67 K/W at zero power and 22.00 K/W at 5 W.

The total temperature, by contrast, is not obtained by using $k(T_s)$ throughout. That would give $P=4a(k_0T_0/T_s)(T_s-T_0)$, hence $p=1-T_0/T_s$ and $T_s=T_0/(1-p)$. The two constant-conductivity estimates enclose the exact result for $0\le p<1$:

$$
1+p\;\le\;e^{p}\;\le\;\frac{1}{1-p}.
$$

The left inequality holds because the exponential lies above its tangent at $p=0$. Writing it for $-p$ gives $1-p\le e^{-p}$, and taking reciprocals gives the right one. In the example the three values are 383.3 K, 396.1 K and 415.4 K.

## A conductivity that falls faster

Let $k=k_0(T_0/T)^n$ with $n>1$. The boundary conditions and the geometry are unchanged, so $P=4ak_0\Theta_s$ still holds, now with

$$
\Theta_s=T_0^{\,n}\int_{T_0}^{T_s}\frac{dT}{T^n}
=\frac{T_0}{n-1}\left[1-\left(\frac{T_0}{T_s}\right)^{n-1}\right].
$$

Dividing by $T_0$ gives $p$ on the left. Solving for $T_s$,

$$
T_s=T_0\big[1-(n-1)p\big]^{-1/(n-1)} .
$$

For $n\to1$ the right side tends to $T_0e^{p}$, since $(1-\epsilon p)^{-1/\epsilon}\to e^{p}$ as $\epsilon\to0$. For $n>1$ the temperature diverges at the finite power $P_0/(n-1)$. The integral of $k$ up to infinite temperature is then finite, and the body cannot carry more heat away from the disk in a steady state, however hot the disk becomes. For $n=1$ the integral grows without limit, but only logarithmically. Among power laws, $n=1$ is thus the borderline between a steady state at every power and a limiting power.

With $n=1.3$ and the other values unchanged, the disk is 4.9 K hotter than for $n=1$, and the limiting power is 60 W. At 5 W the difference between the two laws is small. The limiting power itself is a property of the formula: the disk would reach temperatures at which neither the power law nor the device survives.

## The model beside a real chip

The parameters are roughly those of a hot spot in a power transistor on silicon. Near room temperature the conductivity of pure silicon is roughly 150 W/(m K), and it falls somewhat faster than $1/T$, with an exponent of roughly 1.3 averaged from 300 to 500 K. Between 300 and 400 K the exponent is nearer 1.4, which makes the disk about 7 K hotter than for $n=1$ instead of 4.9 K. Heavily doped substrates, common in power devices, conduct less well than pure silicon. The mean heat flux in the example, $P/(\pi a^2)=15.9$ kW/cm², is high: it stands for a small, strongly driven hot spot and lies far above the average flux over a processor chip. Of the assumptions whose effect on the temperature is estimated below, the uniform temperature of the source matters most for the hottest point, given the chip thickness and heat sink chosen here.

**Uniform heating.** A thin layer that dissipates heat evenly fixes the flux density $q=P/(\pi a^2)$ instead of the temperature. The Kirchhoff transform still works, because it preserves the flux. A point source of power $dP$ on an insulated surface spreads its heat over hemispheres of area $2\pi s^2$, so it gives $\Theta=dP/(2\pi k_0s)$ at the distance $s$. Adding rings of power $q\,2\pi s\,ds$ gives at the centre

$$
\Theta_c=\int_0^a\frac{q\,2\pi s\,ds}{2\pi k_0s}=\frac{qa}{k_0}=\frac{P}{\pi ak_0},
\qquad
T_c=T_0\,e^{4p/\pi}.
$$

This is the formula of the scaling estimate, now as the exact centre temperature for a different source. The centre is at 427 K, 31 K above the isothermal disk at the same power. The isothermal disk avoids this by sending less heat through its middle. With $h_\xi=a\eta$ at $\xi=0$, its flux density is

$$
q(r)=\frac{k_0C}{a\eta}=\frac{2k_0\Theta_s}{\pi\sqrt{a^2-r^2}},
$$

which at the centre equals $P/(2\pi a^2)$, half the mean, and grows towards the edge. A real source needs a good lateral conductor to approach this distribution, and a few micrometres of metal are not enough. If copper with 400 W/(m K) covers the evenly heated disk and is treated as a thin sheet in perfect contact, the centre is at about 416 K for a thickness of 5 µm and at about 401 K for 50 µm. A 50 µm layer on a disk of 100 µm radius is no longer thin: with the temperature allowed to vary through the copper and the heat entering at its lower face, the centre is at about 404 K. These values are for copper that ends at the rim; 5 µm of copper reaching out to two to five radii brings the centre to about 407–408 K, still above the isothermal value.

**Finite thickness.** Let the chip have thickness $H$ and a base held at $T_0$. Seen from far off, the disk is a point source, and the base is represented by images of alternating sign at the distances $2mH$ on both sides. To leading order in $a/H$ they change $\Theta_s$ by

$$
2\sum_{m=1}^{\infty}\frac{(-1)^mP}{2\pi k_0\,2mH}=-\frac{P\ln2}{2\pi k_0H}.
$$

Relative to $P/(4ak_0)$ this is $-2a\ln2/(\pi H)$. For $H=700$ µm the exponent falls by about 6 % and the disk is about 7 K cooler.

**Heat sink.** A sink with a rough resistance of 1 K/W warms by 5 K at 5 W. The product $k_0T_0=k(T)\,T$ belongs to the material and stays fixed, so $P_0$ is unchanged and only the prefactor rises to 305 K. The disk becomes 6.6 K hotter: the factor $e^p$ multiplies the warming of the sink as well.

**Smaller effects.** A boundary resistance of roughly $10^{-8}$ m² K/W between source and chip causes a temperature drop of 1.6 K at the mean flux. An isothermal source warms by more, about 2.7 K, because its heat flux is concentrated near the rim. Loss from the top surface, with an air coefficient of 10 W/(m² K) and emissivity 1, was integrated numerically over the model's surface temperature out to 5 mm from the axis. It amounts to 2.7 mW out of 5 W. Because the surface temperature rise falls only as the inverse distance, this loss grows in proportion to the outer radius (about 11 mW out to 20 mm). It is small for a body of chip size but has no finite limit on an unbounded surface.

These changes are separate estimates, each made with the other settings held fixed. Because they act partly in the exponent, they should not simply be added. They show that for this example the distribution of the heat over the disk changes the highest temperature more than the difference between the exponents 1 and 1.3 does. The order is not general: with a heat sink above about 5 K/W, or a chip thinner than roughly 130 µm on a base held at $T_0$, the sink or the thickness changes the disk temperature by more than the 31 K found for the source. The power was also held fixed throughout; in a circuit it may itself depend on temperature, and then $T_s=T_0e^{P(T_s)/P_0}$ has to be solved together with the electrical characteristic of the device.

All numerical values are calculated from the stated model.
